\section*{Finite-Volume Electromigration Stress on a Branched Interconnect, with Atom Conservation}

\section{Stress on a connected metal tree}

A copper line in a chip is enclosed by barrier layers. Electrons entering at one end push copper atoms along the line, but the barriers stop atoms from entering or leaving. The cathode end becomes tensile, the anode end compressive, and sufficient tension opens a void. When lines meet on the same metal level, atoms pass freely through the junction. A branch that would be safe alone can then fail because of its neighbours. The questions are how to compute the stress on such a tree, and which checks show that the junctions have been treated correctly.

\subsection{Equation and junction conditions}

Let $\sigma$ be the hydrostatic stress, positive in tension, $\Omega$ the atomic volume and $D$ the effective atomic diffusivity. Each branch has a coordinate $x$ from tail to head, length $L$, cross-section $A=wh$ and electric current density $j$, positive towards the head. Tension lowers the chemical potential of an atom by $\Omega\sigma$, so its gradient gives the force $+\Omega\,\partial_x\sigma$. The electron wind acts against the electric current and gives $-Ze\rho j$, with $Z>0$ and resistivity $\rho$. With $1/\Omega$ atoms per volume and mobility $D/(kT)$, the atomic flux is
\begin{equation}
J=\frac{D}{\Omega kT}\left(\Omega\,\partial_x\sigma-Ze\rho j\right).
\end{equation}
Confinement turns a change of atomic concentration $C$ into stress, $dC/C=-d\sigma/B$, where $B$ is an effective modulus. To leading order in the small strain, $C=1/\Omega$ in the prefactor, so $\partial_tC=-\partial_t\sigma/(B\Omega)$. Atom balance $\partial_tC=-\partial_xJ$ then becomes $\partial_t\sigma=B\Omega\,\partial_xJ$, or
\begin{equation}
\partial_t\sigma=\partial_x\left[\kappa(\partial_x\sigma-g)\right],\qquad
\kappa=\frac{DB\Omega}{kT},\qquad g=\frac{Ze\rho j}{\Omega}.
\label{eq:pde}
\end{equation}
Here $T,\rho,B,D$ and $Z$ are uniform, $D$ does not depend on stress, and no void is present.

At a junction the chemical potential is continuous, hence so is $\sigma$. The junction has negligible volume and cannot store atoms, so the atomic \emph{currents} leaving it sum to zero:
\begin{equation}
\sum_e A_eJ_e^{\rm out}=0
\quad\Longleftrightarrow\quad
\sum_eA_e(\partial_n\sigma-g_n)_e=0,
\label{eq:junction}
\end{equation}
where $n$ points out of the junction into branch $e$. Flux densities may be summed without areas only if the areas are equal. At a blocked terminal the sum has one term and $\partial_n\sigma=g_n$.

In the example all electric current enters and leaves at terminals, so $\sum_eA_ej_e^{\rm out}=0$ at each junction. Since $g\propto j$ with a common factor, the wind terms in \eqref{eq:junction} cancel there. From a uniform initial stress $\sigma_0$, stress therefore starts to build at current-carrying terminals, not at junctions.

\subsection{The algorithm}

Place nodes at the tree vertices and at equal spacing $\Delta x$ inside each branch. A face joins neighbouring nodes $i$ and $k$. With $g_{ik}$ the wind gradient in the direction $i\to k$, define
\begin{equation}
\phi_{ik}=\kappa A\left(\frac{\sigma_k-\sigma_i}{\Delta x}-g_{ik}\right).
\label{eq:face}
\end{equation}
The atomic current from $i$ to $k$ is $AJ=\phi_{ik}/(B\Omega)$. Losing atoms raises tension, so
\begin{equation}
V_i\frac{d\sigma_i}{dt}=\sum_k\phi_{ik},\qquad
V_i=\sum_{\text{faces at }i}\frac{A\Delta x}{2}.
\label{eq:fv}
\end{equation}
A junction cell is the union of the half-cells of its branches. It has one unknown, which enforces continuity, and one balance, which contains the area-weighted fluxes.

Write \eqref{eq:fv} as $V\dot s=b-Ks$, with $V$ diagonal. For a step $\Delta t$ and $\gamma=1-1/\sqrt2$, solve
\begin{align}
(V+\gamma\Delta tK)k_1&=b-Ks,\nonumber\\
(V+\gamma\Delta tK)k_2&=b-K\left[s+(1-\gamma)\Delta t\,k_1\right],\label{eq:stages}\\
s_{\rm new}&=s+\Delta t\left[(1-\gamma)k_1+\gamma k_2\right].\nonumber
\end{align}
Both stages use the same matrix, which is factorized once.

\subsection{Atom conservation}

Because $\phi_{ki}=-\phi_{ik}$, each face cancels when \eqref{eq:fv} is summed over all cells. In matrix form, with $\mathbf 1$ the vector of ones, $\mathbf 1^{\sf T}K=0$ and $\mathbf 1^{\sf T}b=0$. Multiplying either stage of \eqref{eq:stages} by $\mathbf 1^{\sf T}$ gives $\mathbf 1^{\sf T}Vk=0$. Thus $\sum_iV_i\sigma_i$ is constant for any step size, apart from rounding, and so is the excess atom number
\begin{equation}
N=-\sum_i\frac{V_i(\sigma_i-\sigma_0)}{B\Omega}=0.
\label{eq:atoms}
\end{equation}

This identity checks the assembly of the matrix, not the size of the fluxes: a wrong $\kappa$ would conserve atoms equally well. A stronger check compares the atoms gained by each branch with a solution that does not use the mesh.

Once a void of volume $V_{\rm v}$ exists, the atoms it displaced sit in the remaining metal. To leading order in strain, \eqref{eq:atoms} is replaced by $N=V_{\rm v}/\Omega$, and the void surface needs its own boundary condition. The scheme above stops at nucleation.

\section{Error analysis}

\subsection{Space}

Insert a smooth solution of \eqref{eq:pde} into the balance at a vertex. Primes denote outward derivatives. Taylor expansion gives
\begin{equation}
\frac{\sigma(\Delta x)-\sigma(0)}{\Delta x}
=\sigma'+\frac{\Delta x}{2}\sigma''+\frac{\Delta x^2}{6}\sigma'''
+\frac{\Delta x^3}{24}\sigma''''+\dots
\end{equation}
Multiply by $\kappa A_e$, subtract the wind term and sum over branches.
\begin{itemize}
\item The terms $\kappa A_e(\sigma'-g_n)$ sum to zero by \eqref{eq:junction}.
\item Since $\kappa\sigma''=\partial_t\sigma$ has one value at the vertex, the next term is $\frac12\sum_eA_e\Delta x\,\partial_t\sigma=V_i\,\partial_t\sigma$, the left side of \eqref{eq:fv}.
\item Differentiating \eqref{eq:junction} in time at constant $g$ gives $\sum_eA_e\partial_t\sigma'=\kappa\sum_eA_e\sigma'''=0$. With equal $\Delta x$ the third term vanishes.
\item The value $\sigma''''=\partial_t^2\sigma/\kappa^2$ is also common to all branches.
\end{itemize}
Dividing the remaining term by $V_i=\frac12\sum_eA_e\Delta x$ gives the truncation error
\begin{equation}
\tau=\frac{\kappa\Delta x^2}{12}\sigma''''+O(\Delta x^4)
=\frac{\Delta x^2}{12\kappa}\,\partial_t^2\sigma+O(\Delta x^4).
\label{eq:trunc}
\end{equation}
The usual central difference gives the same leading term inside a branch, so the junction costs no accuracy. If the spacings differ, the term $\frac{\kappa}{6}\sum_eA_e\Delta x_e^2\sigma'''$ generally survives and the local error at the junction is of first order. The estimate below is for equal spacing.

The error $\epsilon=s-\sigma$ obeys $V\dot\epsilon=-K\epsilon+V\tau$. Let $\|\epsilon\|^2=\epsilon^{\sf T}V\epsilon$. From \eqref{eq:face}, $\epsilon^{\sf T}K\epsilon=\sum_{\rm faces}\kappa A(\epsilon_i-\epsilon_k)^2/\Delta x\ge0$, so
\begin{equation}
\tfrac12\frac{d}{dt}\|\epsilon\|^2\le\epsilon^{\sf T}V\tau\le\|\epsilon\|\,\|\tau\|,
\qquad
\|\epsilon(t)\|\le\|\epsilon(t_0)\|+\int_{t_0}^{t}\|\tau\|\,dt'.
\end{equation}
Errors do not grow by themselves, and from a smooth state at $t_0>0$ the added error is of order $\Delta x^2$. The bound does not reach $t_0=0$: the current starts suddenly, the end stress rises as $\sqrt t$, and $\partial_t^2\sigma$ there diverges as $t^{-3/2}$. Whether second order survives the start is settled below by measurement.

\subsection{Time}

The deviation from the steady state obeys a homogeneous linear equation, so it suffices to study $\dot u=\lambda u$ with $z=\lambda\Delta t$. The first stage gives $\Delta t\,k_1=zu/(1-\gamma z)$. The second satisfies $k_2=\lambda u_{\rm new}$, because its equation reads $k_2=\lambda[u+(1-\gamma)\Delta tk_1+\gamma\Delta tk_2]$. Hence
\begin{equation}
u_{\rm new}=\frac{u+(1-\gamma)\Delta t\,k_1}{1-\gamma z}
=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}\,u.
\end{equation}
The factor expands as $1+z+(2\gamma-\gamma^2)z^2+\dots$. Agreement with $e^z$ through $z^2$ requires $\gamma^2-2\gamma+\frac12=0$, whose smaller root is $\gamma=1-1/\sqrt2$. As $z\to-\infty$ the factor tends to zero, so the short-wavelength modes excited by the sudden start are damped.

\section{A reference solution without a mesh}

Let $u=\sigma-\sigma_0$ and $\hat u(p)=\int_0^\infty e^{-pt}u\,dt$. Inside a branch $p\hat u=\kappa\hat u''$. With $q=\sqrt{p/\kappa}$ and end values $\hat u_i,\hat u_k$,
\begin{equation}
\hat u(x)=\frac{\hat u_i\sinh q(L-x)+\hat u_k\sinh qx}{\sinh qL},
\end{equation}
so the slope leaving vertex $i$ is $q(\hat u_k\operatorname{csch}qL-\hat u_i\coth qL)$. The transform of a constant $g$ is $g/p$, and \eqref{eq:junction} becomes one linear equation per vertex:
\begin{equation}
\sum_{k}A_{ik}\left[q\left(\hat u_k\operatorname{csch}qL_{ik}-\hat u_i\coth qL_{ik}\right)-\frac{g_{ik}}{p}\right]=0.
\label{eq:laplace}
\end{equation}
The atoms gained by a branch follow from $\hat N_e=-\frac{A}{B\Omega}\int_0^L\hat u\,dx$ and $\hat u=\kappa\hat u''/p$:
\begin{equation}
\hat N_e=\frac{\kappa A}{B\Omega p}\left[\hat u'(0)-\hat u'(L)\right].
\end{equation}

The inverse transform is an integral of $e^{pt}\hat u/(2\pi i)$ along a contour around the singularities, which lie on the non-positive real axis because $K$ and its continuous counterpart are symmetric and non-negative, so the modes decay without oscillating or stay constant. On $p=r\theta(\cot\theta+i)$ one has $dp=ir(1+i\eta)\,d\theta$ with $\eta=\theta+(\theta\cot\theta-1)\cot\theta$. Symmetry about the real axis and the trapezoidal rule give
\begin{equation}
u(t)\approx\frac rM\left\{\frac{e^{rt}\hat u(r)}2+\sum_{m=1}^{M-1}
\operatorname{Re}\left[e^{p_mt}\hat u(p_m)(1+i\eta_m)\right]\right\},
\end{equation}
with $\theta_m=m\pi/M$, $r=2M/(5t)$ and $M=20$.

\subsection{Short times and the first reflection}

Consider a terminal where $j$ flows out through a branch of width $w$, meeting other branches of total width $W$ at distance $L$. All heights are equal. Let $y$ be the distance from the terminal and treat the other branches as infinitely long. Then $\hat u=a(e^{-qy}+Re^{-2qL}e^{qy})$. At the junction the wind terms cancel; continuity and flux balance give $w(1-R)=W(1+R)$, so
\begin{equation}
R=\frac{w-W}{w+W}.
\end{equation}
The terminal condition $-\partial_y\hat u=g/p$ gives $aq(1-Re^{-2qL})=g/p$. To first order in $R\,e^{-2qL}$ the terminal value is
\begin{equation}
\hat u_{\rm end}=\frac{g}{pq}\,\frac{1+Re^{-2qL}}{1-Re^{-2qL}}\approx\frac{g}{pq}\left(1+2Re^{-2qL}\right).
\end{equation}
The inverse of $e^{-q\ell}/(pq)$ is $2\sqrt{\kappa t}\,\operatorname{ierfc}(\ell/2\sqrt{\kappa t})$, where $\operatorname{ierfc}(v)=e^{-v^2}/\sqrt\pi-v\operatorname{erfc}v$. Hence
\begin{equation}
u_{\rm end}\approx2g\sqrt{\kappa t}\left[\frac1{\sqrt\pi}
+2R\,\operatorname{ierfc}\frac{L}{\sqrt{\kappa t}}\right].
\label{eq:reflection}
\end{equation}
The first term is the long-line law $2g\sqrt{\kappa t/\pi}$. A junction opening into more metal has $R<0$ and slows the stress rise.

\subsection{Long times}

In a steady state $J$ is constant along each branch. It vanishes in every branch ending at a terminal; removing those branches and repeating the argument shows that it vanishes throughout a tree. Therefore
\begin{equation}
\sigma_{\rm head}-\sigma_{\rm tail}=gL,
\label{eq:steady}
\end{equation}
and conservation fixes the remaining constant: the volume average of $\sigma$ stays $\sigma_0$.

\section{Worked example: a copper tree at 573 K}

The tree has terminals A, B, C, R and junctions P, Q; all heights are 200 nm. Electric current enters at A and leaves at B and C. The stub QR carries none.
\begin{center}
\begin{tabular}{lrrrr}
branch & $L$ ($\mu$m) & $w$ (nm) & $j$ (MA/cm$^2$) & $gL$ (MPa)\\
A$\to$P & 20 & 200 & 1.5 & 183.3\\
P$\to$Q & 15 & 100 & 2.0 & 183.3\\
P$\to$B & 10 & 100 & 1.0 & 61.1\\
Q$\to$C & 15 & 100 & 2.0 & 183.3\\
Q$\to$R & 10 & 200 & 0 & 0
\end{tabular}
\end{center}
The other inputs are $\Omega=0.0118$ nm$^3$, $B=20$ GPa, $Z=1$, $\rho=4.5\ \mu\Omega\,$cm, $\sigma_0=50$ MPa and a void-nucleation stress of 250 MPa. The diffusivity has prefactor $10^{-4}$ cm$^2$/s and activation energy 0.90 eV, which gives $D=1.21\times10^{-12}$ cm$^2$/s and $\kappa=3.62\times10^{-11}$ cm$^2$/s.

\subsection{Does the tree fail?}

An isolated branch ends with $\sigma_0+gL/2$ at its cathode, at most $50+183.3/2\approx142$ MPa. With these inputs each branch alone would pass; the implied threshold for an isolated line is $jL\approx6500$ A/cm, and thresholds measured on real copper lines are often lower, so this verdict belongs to the model. In the tree, \eqref{eq:steady} gives stresses relative to A of 183.3 at P, 366.6 at Q and R, 244.4 at B and 549.9 MPa at C. The volume fractions, in table order, are 0.40, 0.15, 0.10, 0.15 and 0.20. Averaging the branch midpoints,
\begin{equation}
0.40(91.7)+0.15(275.0)+0.10(213.9)+0.15(458.3)+0.20(366.6)\approx241\ \text{MPa}.
\end{equation}
Thus $\sigma_{\rm C}\approx50+550-241=359$ MPa, above the critical value. The finite-volume solution at long times agrees with the path sums at all six vertices to the printed 0.1 MPa. Stresses beyond 250 MPa are those of a line in which no void opens.

\subsection{When does it fail?}

At C, $g=12.2$ MPa/$\mu$m. The long-line law reaches the required rise of 200 MPa at
\begin{equation}
t=\frac{\pi}{\kappa}\left(\frac{200\ \text{MPa}}{2g}\right)^2\approx16.1\ \text{h},
\end{equation}
whereas the full tree takes 19.7 h by both methods. The first reflection at Q explains the delay, though it somewhat overestimates it. There $w=100$ nm and $W=300$ nm, so $R=-1/2$. At 19.74 h, $\sqrt{\kappa t}\approx16.04\ \mu$m and $\operatorname{ierfc}(15/16.04)\approx0.061$. With $g=12.22$ MPa/$\mu$m, equation \eqref{eq:reflection} gives $2(12.22)(16.04)(0.564-0.061)\approx197$ MPa, close to 200 MPa. Solved for a rise of 200 MPa, the same equation gives 20.6 h, mainly because it treats the stub as infinitely long: the stub is only 10 $\mu$m long, shorter than $\sqrt{\kappa t}$, and the wave returned from its blocked end R limits how many atoms it can supply. Repeated reflections within QC and the waves from the P side matter much less. With the stub removed and all current densities held fixed, $R=0$ at Q, and the computed time falls to 16.1 h. The stub is a reservoir of atoms: it delays nucleation and also lowers the steady stress at C from 390 to 359 MPa.

\subsection{Measured error and atom balance}

At 10 h, the largest vertex error relative to the transform solution is 0.0742, 0.0185 and 0.0046 MPa for cells of 1, 0.5 and 0.25 $\mu$m and 40, 80 and 160 time steps. The observed orders are 2.001 and 2.000. The sudden start has not spoiled second order at this time.

At nucleation, on 0.25 $\mu$m cells, the branches have gained the following numbers of atoms, in millions and in table order:
\begin{equation}
258.54-21.22-18.96-150.69-67.67=0.00.
\end{equation}
The transform solution agrees to within 0.002 million in each branch. This tests the transport through the junctions, not just the cancellation of faces. The net atom error is $5\times10^{-15}$ of the $2.6\times10^8$ atoms displaced.

As a control, the junction sum was deliberately formed from unweighted flux densities. The tree then gained $1.4\times10^8$ false atoms, about 54\% of the number displaced in the correct run. Yet the stress at C was 250.2 MPa instead of 250.0 MPa. This agreement is an accident of two opposing errors. At Q the unweighted sum changes $R$ from $-1/2$ to $-1/3$, which raises the stress at C; at P the wind terms no longer cancel and create atoms, which lowers it. The unweighted scheme behaves like a tree with equal widths, whose length-weighted midpoint average is 266 MPa, so its steady stress at C is $50+550-266=334$ MPa instead of 359 MPa. A single stress value can thus hide the error; the atom count does not.

\section{Reach of the model}

The inputs are rough values meant for an accelerated test of copper dual-damascene lines, and the critical stress in particular depends on flaws at the interfaces. A nucleation time of about 20 h is a result of this model, not a measured lifetime, which also includes void growth. The neglected effects can be sized for the same tree:
\begin{itemize}
\item Letting $D$ grow as $\exp[\Omega(\sigma-\sigma_0)/kT]$ raises it by 35\% at the critical stress and shortens the time to about 19 h. Atoms remain conserved.
\item Joule heating, estimated for a buried cylinder in a dielectric of 0.3 W/(m\,K) at 1 $\mu$m above an isothermal substrate, is about 0.6 K in the hottest branch and raises $D$ there by 2\%.
\item A 3 nm liner of 200 $\mu\Omega\,$cm carries at most 0.17\% of the copper current in any branch. The largest width is 2\% of the shortest length, which supports one-dimensional branches.
\item A change of 0.05 eV in activation energy multiplies or divides the time by 2.75. This is the largest effect in this list, but $Z$ and the critical stress are no less important: the steady rise at C is 309 MPa against the 200 MPa required, so with $Z$ below $200/309\approx0.65$ the tree would not nucleate a void at all.
\end{itemize}

Extrapolation to use at 378 K is more delicate. At fixed current density, $\kappa$ falls by a factor of about 8000, and rescaling the time alone gives 18 years. Cooling also adds thermal tension. Take an expansion mismatch of 14 ppm/K against all surroundings, no relaxation, and $B$ as the modulus for an isotropic misfit. The tension is then $3B(14\times10^{-6})(195)\approx164$ MPa, raising the initial stress to 214 MPa. This is a rough estimate: if $B$ describes a line whose shear stresses have relaxed by diffusion, the unrelaxed thermal stress is larger and can use up the whole margin. The resistivity is taken to fall by 0.0068 $\mu\Omega\,$cm/K; if $Z$ is held fixed, this lowers the wind force to 0.705 of its test value. With all three changes the model gives about 1 year. In the ballistic picture of the wind force $Z$ varies roughly as $1/\rho$, so $g$ changes little; since the time scales as $1/g^2$ at this small stress rise, the figure would then be about half a year. The remaining margin is just 36 MPa, so this figure is very sensitive to the assumed thermal and critical stresses. Rescaling by $\kappa$ is justified when the initial stress, wind gradient and critical stress are unchanged; here the initial stress is not, and the wind gradient is not if $Z$ is held fixed.

The numerical output follows this text.

\section*{Calculated quantities}
\begin{verbatim}
Atomic volume 0.0118 nm3; modulus B 20 GPa; Z 1.0
Resistivity 4.5 uOhm cm; temperature 573 K; height 200 nm
D prefactor 1.0e-04 cm2/s; activation energy 0.90 eV
Initial stress 50 MPa; critical stress 250 MPa
Branch A->P: L 20 um, w 200 nm, j 1.5 MA/cm2, jL 3000 A/cm, gL 183.3 MPa
Branch P->Q: L 15 um, w 100 nm, j 2.0 MA/cm2, jL 3000 A/cm, gL 183.3 MPa
Branch P->B: L 10 um, w 100 nm, j 1.0 MA/cm2, jL 1000 A/cm, gL 61.1 MPa
Branch Q->C: L 15 um, w 100 nm, j 2.0 MA/cm2, jL 3000 A/cm, gL 183.3 MPa
Branch Q->R: L 10 um, w 200 nm, j 0.0 MA/cm2, jL 0 A/cm, gL 0.0 MPa
Diffusivity D 1.214e-12 cm2/s
Stress diffusivity kappa 3.621e-11 cm2/s
Gradient g at 1 MA/cm2: 6.110 MPa/um
Short-time rise at C, 0.2 h: transform 22.2632, law 22.2632 MPa
Max vertex error at 10 h, cells 1, 0.5, 0.25 um, steps 40, 80, 160: 0.07417 0.01853 0.00463 MPa
Observed orders: 2.001 2.000
Steady stress, path sums (MPa): A=-191.3 P=-8.0 Q=175.3 B=53.1 C=358.6 R=175.3
Steady stress, finite volumes (MPa): A=-191.3 P=-8.0 Q=175.3 B=53.1 C=358.6 R=175.3
Highest steady stress of an isolated branch: 141.6 MPa
Nucleation time at C: transform 19.738 h, finite volumes 19.738 h
Long-line estimate of nucleation time: 16.14 h
Stress at nucleation, finite volumes (MPa): A=-103.58 P=38.57 Q=96.53 B=104.54 C=250.00 R=86.60
Stress at nucleation, transform (MPa): A=-103.59 P=38.57 Q=96.53 B=104.54 C=250.00 R=86.60
Atoms gained by A->P (1e6): volumes 258.539, transform 258.541
Atoms gained by P->Q (1e6): volumes -21.215, transform -21.215
Atoms gained by P->B (1e6): volumes -18.962, transform -18.962
Atoms gained by Q->C (1e6): volumes -150.693, transform -150.694
Atoms gained by Q->R (1e6): volumes -67.669, transform -67.670
Atoms in tree 1.6949e+11; displaced 2.6079e+08
Net atom error / displaced atoms: 4.9e-15
Unweighted junction control: false atom gain 1.401e+08, stress at C 250.2 MPa
Without stub: steady stress at C 389.9 MPa, nucleation 16.10 h
Stress-dependent D: nucleation 18.86 h, D factor at critical stress 1.348
Net atom error with stress-dependent D / displaced: 2.9e-14
Heating inputs: dielectric 0.3 W/(m K), depth 1.0 um
Joule heating 0.62 K; D factor 1.0198
Liner 3 nm, 200 uOhm cm: liner/copper current 0.17 %
Largest width / shortest length 0.020
Time factor for 0.05 eV in activation energy 2.75
Use inputs: 378 K, expansion mismatch 14 ppm/K, resistivity slope 0.0068 uOhm cm/K
Use: kappa slowdown 7997, initial stress 213.8 MPa, force factor 0.705
Use nucleation: kappa rescaling only 18.01 years, all three changes 0.97 years
\end{verbatim}
